# Out-of-plane strain of a biaxially strained cubic (001) film

## What goes wrong without the out-of-plane strain

A crystal film on a thick wafer is often described by one number, its in-plane strain. Calculations of band edges, refractive index or diffraction angles generally need the out-of-plane strain as well, and it cannot be guessed safely. Take a film stretched by 0.20 % in both in-plane directions, with the elastic constants used below. Setting the out-of-plane strain to zero leaves a normal stress of 200 MPa at a surface on which nothing pulls. Assuming constant volume gives an out-of-plane strain of −0.40 %. The force-free value is −0.154 %.

For a cubic film with surface normal along [001], equal in-plane strains $\varepsilon_\parallel$ and a traction-free top surface, linear elasticity gives

$$\varepsilon_{zz}=-2\,\frac{C_{12}}{C_{11}}\,\varepsilon_\parallel ,\qquad \varepsilon_{xz}=\varepsilon_{yz}=0. \tag{1}$$

## Conventions

The axes $x,y,z$ lie along the cube edges, with $z$ normal to the film. Tensile strain and stress are positive. Strain is measured from the film's own unstrained lattice parameter $a_0$ at the same temperature:

$$\varepsilon_\parallel=\frac{a_\parallel-a_0}{a_0},\qquad \varepsilon_{zz}=\frac{a_\perp-a_0}{a_0}. \tag{2}$$

The wafer's lattice parameter does not belong in the denominators. It matters only in so far as the wafer fixes $a_\parallel$. Shear strains are tensor components, half the engineering shear strains.

The film is laterally uniform, far from its edges and many atomic layers thick. Body forces such as weight are neglected.

## Hooke's law for a cubic crystal

For small strain the elastic energy per volume, $U$, is quadratic in the six strain components. Symmetry removes most of the possible terms.

A half-turn about $z$ reverses $x$ and $y$. It changes the signs of $\varepsilon_{xz}$ and $\varepsilon_{yz}$ and leaves the other components alone. Half-turns about $x$ and $y$ act correspondingly, so each shear component changes sign under two of the three half-turns, while the normal strains never do. A product of a normal strain and a shear strain is therefore reversed by some half-turn. So is a product of two different shears: $\varepsilon_{xy}\varepsilon_{xz}$, for example, is reversed by the half-turn about $z$. Since $U$ cannot change under a symmetry operation, these products are absent.

A third-turn about [111] carries $x\to y\to z\to x$. It makes the coefficients of the three squared normal strains equal, and likewise those of their three products and of the three squared shears. Hence

$$U=\tfrac12C_{11}(\varepsilon_{xx}^2+\varepsilon_{yy}^2+\varepsilon_{zz}^2)+C_{12}(\varepsilon_{xx}\varepsilon_{yy}+\varepsilon_{yy}\varepsilon_{zz}+\varepsilon_{zz}\varepsilon_{xx})$$
$$\qquad+\,2C_{44}(\varepsilon_{xy}^2+\varepsilon_{yz}^2+\varepsilon_{xz}^2). \tag{3}$$

Stress follows from the work $dU=\sum_{ij}\sigma_{ij}\,d\varepsilon_{ij}$. A normal strain appears once in this sum, so

$$\sigma_{zz}=\frac{\partial U}{\partial\varepsilon_{zz}}=C_{11}\varepsilon_{zz}+C_{12}(\varepsilon_{xx}+\varepsilon_{yy}). \tag{4}$$

A shear strain appears twice, as $xz$ and $zx$, so

$$\sigma_{xz}=\frac12\frac{\partial U}{\partial\varepsilon_{xz}}=2C_{44}\varepsilon_{xz}, \tag{5}$$

and the same holds for $yz$ and $xy$.

## From the free surface to the whole film

The force per area on a surface with unit normal $\mathbf n$ is $t_i=\sum_j\sigma_{ij}n_j$. Here $\mathbf n$ points along $z$, so a traction-free surface requires

$$\sigma_{xz}=\sigma_{yz}=\sigma_{zz}=0\quad\text{at the surface}. \tag{6}$$

It says nothing about $\sigma_{xx}$ and $\sigma_{yy}$. These are supplied by the wafer, which holds the film at its in-plane size.

To carry the condition into the film, use static equilibrium:

$$\frac{\partial\sigma_{ix}}{\partial x}+\frac{\partial\sigma_{iy}}{\partial y}+\frac{\partial\sigma_{iz}}{\partial z}=0 .$$

Lateral uniformity removes the first two terms. What remains is $d\sigma_{iz}/dz=0$, so the three components in (6) vanish at every depth.

Equation (5) with $C_{44}>0$ now gives $\varepsilon_{xz}=\varepsilon_{yz}=0$. Equation (4) gives

$$0=C_{11}\varepsilon_{zz}+C_{12}(\varepsilon_{xx}+\varepsilon_{yy})
\;\Rightarrow\;
\varepsilon_{zz}=-\frac{C_{12}}{C_{11}}(\varepsilon_{xx}+\varepsilon_{yy}). \tag{7}$$

With $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_\parallel$ this is (1). The factor 2 counts the two stretched directions.

Equation (7) is the more general form to implement, because it also covers unequal in-plane strains. The sum $\varepsilon_{xx}+\varepsilon_{yy}$ is unchanged by a rotation about $z$, so it may be taken along [110] and $[\bar110]$ as well as along the cube edges.

The argument also covers a film whose composition varies with depth. Force balance makes $\sigma_{iz}$ continuous across flat interfaces, so it stays zero throughout, and (7) holds at each depth with the local constants and the local strain.

## Energy and remaining stress

The same result follows if the film chooses its thickness to lower its energy at fixed $\varepsilon_\parallel$. Without shear, (3) becomes

$$U=\tfrac12C_{11}(2\varepsilon_\parallel^2+\varepsilon_{zz}^2)+C_{12}(\varepsilon_\parallel^2+2\varepsilon_\parallel\varepsilon_{zz}).$$

Its derivative with respect to $\varepsilon_{zz}$ is $C_{11}\varepsilon_{zz}+2C_{12}\varepsilon_\parallel$, which vanishes at (1). The second derivative is $C_{11}>0$, so this is a minimum.

The in-plane stress does not vanish. The analogue of (4) for $x$ gives

$$\sigma_\parallel=C_{11}\varepsilon_\parallel+C_{12}(\varepsilon_\parallel+\varepsilon_{zz})=M\varepsilon_\parallel,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}. \tag{8}$$

$M$ is the biaxial modulus of the (001) film.

## Poisson's ratio, stability and volume

Pull a free bar along $x$ and let both transverse strains be $-\nu\varepsilon_{xx}$. Zero transverse stress requires

$$-C_{11}\nu+C_{12}(1-\nu)=0\;\Rightarrow\;\nu=\frac{C_{12}}{C_{11}+C_{12}},\qquad 1-\nu=\frac{C_{11}}{C_{11}+C_{12}}.$$

Dividing the two gives $C_{12}/C_{11}=\nu/(1-\nu)$, so the film ratio is $-2\nu/(1-\nu)$ rather than $-2\nu$. The denominator arises because each in-plane pull also shrinks the film along the other in-plane direction. More stress is then needed to reach a given $\varepsilon_\parallel$, and that stress produces more contraction along $z$.

A stable crystal has $U>0$ for every nonzero strain. For normal strains, the pattern $(1,1,1)$ has stiffness $C_{11}+2C_{12}$, and the two independent patterns whose strains sum to zero have stiffness $C_{11}-C_{12}$. Both must be positive. Then $3C_{11}=(C_{11}+2C_{12})+2(C_{11}-C_{12})$ is positive too, and dividing the two conditions by $C_{11}$ gives

$$-\tfrac12<\frac{C_{12}}{C_{11}}<1 .$$

The relative volume change, to first order, is

$$2\varepsilon_\parallel+\varepsilon_{zz}=2\varepsilon_\parallel\left(1-\frac{C_{12}}{C_{11}}\right). \tag{9}$$

The bracket is positive for a stable crystal, so a stretched film gains volume and a compressed film loses it. Constant volume is approached only as $C_{12}/C_{11}\to1$, where the stiffness $C_{11}-C_{12}$ against these changes of shape is small compared with the stiffness $C_{11}+2C_{12}$ against a change of volume, as in rubber. If $C_{12}=0$, the thickness does not respond at all.

## Worked example

The parameters are inputs chosen for illustration, not measured values, in the rough regime of a germanium photodetector film on silicon, left in tension after cooling from growth: $C_{11}=130$ GPa, $C_{12}=50$ GPa, $C_{44}=70$ GPa, $a_0=0.566$ nm and $\varepsilon_\parallel=0.20$ %. Then

$$\frac{\varepsilon_{zz}}{\varepsilon_\parallel}=-2\times\frac{50}{130}=-0.769,\qquad \varepsilon_{zz}=-0.769\times0.20\,\%=-0.154\,\%.$$

The strained lattice parameters are

$$a_\parallel=0.566\times1.0020=0.5671\ \text{nm},\qquad a_\perp=0.566\times(1-0.00154)=0.5651\ \text{nm}.$$

The volume grows by $0.400\,\%-0.154\,\%=0.246\,\%$. The modulus is $M=130+50-2\times50^2/130=141.5$ GPa, and the in-plane stress is $141.5\ \text{GPa}\times0.0020=283$ MPa. If the film were prevented from contracting, (4) would give $\sigma_{zz}=2\times50\ \text{GPa}\times0.0020=200$ MPa.

Diffraction often supplies $a_\parallel$ and $a_\perp$, while $a_0$ is wanted. Write $q=C_{12}/C_{11}$. Equations (1) and (2) give $a_\perp-a_0=-2q(a_\parallel-a_0)$. Collecting the terms in $a_0$,

$$a_0=\frac{a_\perp+2q\,a_\parallel}{1+2q}. \tag{10}$$

In an alloy with one composition variable, such as silicon–germanium, $a_0$ then indicates the composition. Since $q$ also depends on composition, the two can be updated in turn until they agree.

## How close to the surface the result holds

Continuum elasticity does not resolve atomic layers. A model diamond-lattice slab shows what happens there. Lengths are in units of a quarter cube edge, so the squared bond length is 3. The energy is half the sum of $(r^2-3)^2$ over bonds, plus half of $w=0.30$ times the sum of $(\mathbf r_1\cdot\mathbf r_2+1)^2$ over pairs of bonds sharing an atom.

For normal strains $e_1,e_2,e_3$ with sum $t$, each bond term is $2t$ to first order, and there are two bonds per atom. Of the six bond pairs at an atom, two have the misfit $2(2e_k-t)$ for each $k$. The energy per atom is

$$4t^2+4w\sum_k(2e_k-t)^2=4(1-w)t^2+16w\sum_k e_k^2 .$$

Comparison with (3) gives $C_{11}\propto8+24w$ and $C_{12}\propto8(1-w)$. Thus $C_{12}/C_{11}=0.7/1.9=0.368$, and (1) predicts a ratio of −0.7368.

A slab of 14 layers was stretched in-plane by 0.01 % and relaxed with both faces free. Each layer could move as a unit in all three directions, but atoms within a layer could not move separately. The middle gap between layers gave −0.7369. The first four gaps from the surface gave −0.8909, −0.7223, −0.7383 and −0.7368.

The alternation follows from force balance. Let $g_n$ be the strain of gap $n$. Its two bonds have misfit $4\varepsilon_\parallel+2g_n$. Two bond pairs lying within the gap have misfit $2g_n-4\varepsilon_\parallel$. At each layer, four pairs join neighbouring gaps, with misfit $-(g_n+g_{n+1})$. Setting the derivative of the energy with respect to $g_n$ to zero gives, away from the faces,

$$(8+16w)g_n+4w(g_{n-1}+g_{n+1})=-16(1-w)\varepsilon_\parallel .$$

The uniform solution reproduces (1). A deviation proportional to $\lambda^n$ obeys $\lambda+1/\lambda=-(2+4w)/w=-10.67$, whose decaying root is $\lambda\approx-0.09$. Each deviation is therefore about a tenth of the previous one, with opposite sign. In this model the surface disturbance is gone within a few layers. A real surface whose atoms rebond may behave differently.

## Two cases that need another ratio

**A (111) film.** Let $\mathbf n=(1,1,1)/\sqrt3$, with normal strain $\varepsilon_n$. Threefold symmetry about $\mathbf n$ excludes shear between the normal and the plane. The strain tensor is $\varepsilon_\parallel\delta_{ij}+(\varepsilon_n-\varepsilon_\parallel)n_in_j$. With $d=(\varepsilon_n-\varepsilon_\parallel)/3$, every diagonal component is $\varepsilon_\parallel+d$ and every off-diagonal one is $d$. Let $B=C_{11}+2C_{12}$. The diagonal stresses are $B(\varepsilon_\parallel+d)$ and the off-diagonal ones $2C_{44}d$. Each component of the surface force is proportional to the diagonal stress plus two off-diagonal stresses, so

$$B(\varepsilon_\parallel+d)+4C_{44}d=0\;\Rightarrow\; d=-\frac{B\,\varepsilon_\parallel}{B+4C_{44}}.$$

Since $\varepsilon_n=\varepsilon_\parallel+3d$,

$$\frac{\varepsilon_n}{\varepsilon_\parallel}=-\frac{2(B-2C_{44})}{B+4C_{44}}=-\frac{2(230-140)}{230+280}=-0.353 .$$

This is less than half the (001) magnitude for the same constants.

**A narrow stripe along [110].** Suppose a stripe keeps its axial strain $\varepsilon_a$ but relaxes completely across its width. The one remaining stress is axial, of size $s$. Resolved on the cube axes, it gives $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=s/2$. Let $\varepsilon_{xx}=\varepsilon_{yy}=p$. Because $\sigma_{zz}=0$, (7) gives $\varepsilon_{zz}=-2(C_{12}/C_{11})p$, and (8) gives $s/2=Mp$. The shear law gives $\varepsilon_{xy}=(s/2)/(2C_{44})=Mp/(2C_{44})$. The strain along [110] is $\varepsilon_a=p+\varepsilon_{xy}$, hence

$$\frac{\varepsilon_{zz}}{\varepsilon_a}=-\frac{2C_{12}/C_{11}}{1+M/(2C_{44})}=-\frac{0.769}{1+141.5/140}=-0.38 . \tag{11}$$

At the same axial strain, the contraction is 50 % smaller than in the wide film. Equation (7) still holds; what fails is the assumption of equal in-plane strains.

## Sizes of the other neglected effects

Percentages below are changes in the magnitude of $\varepsilon_{zz}$ relative to the example's 0.154 %. Some effects change the in-plane strain supplied to (1):

- **Heating.** Let the film expand more than the wafer by roughly $3\times10^{-6}$ per kelvin. Heating from 25 to 85 °C lowers $\varepsilon_\parallel$ by $3\times10^{-6}\times60=0.018\,\%$, to 0.182 %. Then $\varepsilon_{zz}=-0.140\,\%$, a change of −9 %.
- **Wafer bending.** A film of thickness $h_f=1$ µm pulls on a wafer of thickness $h_s=700$ µm with force per width $F=M\varepsilon_\parallel h_f$. Let the wafer's biaxial modulus be $M_s=180$ GPa. Uniform compression contributes $-F/(M_sh_s)$ to the strain at its top. The bending moment $Fh_s/2$ contributes $-(Fh_s/2)(h_s/2)/(M_sh_s^3/12)=-3F/(M_sh_s)$. Together they change the film strain by the fraction $-4Mh_f/(M_sh_s)=-0.45\,\%$. This applies if 0.20 % is the strain before bending; a value measured on the bent wafer already includes it.

Others change the relation between the strains:

- **Softening.** If $C_{11}$ alone falls by a rough $10^{-4}$ per kelvin over the same 60 K, the ratio grows by 0.6 %. Equal fractional softening of $C_{12}$ would cancel this.
- **Nonlinear elasticity.** Replace each strain by $\eta=\varepsilon+\varepsilon^2/2$ and add cubic energy terms with rough constants $C_{111}=-700$, $C_{112}=-400$ and $C_{123}=-20$ GPa. Zero normal stress becomes
$$C_{11}\eta_{zz}+2C_{12}\eta_\parallel+\tfrac12C_{111}\eta_{zz}^2+C_{112}(\eta_\parallel^2+2\eta_\parallel\eta_{zz})+C_{123}\eta_\parallel^2=0 .$$
The three cubic terms nearly cancel for these constants. Without them the finite-strain measure alone gives +0.18 %, and shifting $C_{111}$ and $C_{112}$ by 10 % and $C_{123}$ by 50 GPa moves the result between about −0.03 % and +0.34 %, so only its rough size is meaningful. With the constants as given, the solution changes the contraction by +0.15 %.
- **Miscut.** Tilting the surface normal by 0.5° towards [110] changes the ratio by about −0.01 %. It also produces a shear $\varepsilon_{xz}$ of 0.7 % of $\varepsilon_\parallel$ in axes attached to the tilted film. Opposite tilts are equivalent by a half-turn about [001], so the ratio has no first-order change, whereas the shear reverses sign. The ratio change grows roughly as the square of the angle: a deliberate offcut of 6° changes the ratio by about −1.3 % and gives a shear of about 8 % of $\varepsilon_\parallel$.
- **Air pressure.** With $\sigma_{zz}=-P$, (4) adds $-P/C_{11}$ to $\varepsilon_{zz}$. For 101 kPa at fixed $\varepsilon_\parallel$ this is a change of +0.05 %, with $a_0$ taken in vacuum. If $a_0$ is instead that of a free crystal in the same air, (1) holds unchanged.

## Use for real devices

The chosen constants and tension are typical in rough size of germanium grown on silicon, and the wide-film result suits a blanket layer or the interior of a very wide mesa. Sideways relaxation fades slowly, roughly as thickness over width, because the wafer under the mesa also deforms. At the centre of a long stripe of this film on a thick silicon wafer, the contraction is smaller than (1) by about 6 % when the width is twenty times the thickness, about 1 % at a hundred times and about 0.35 % at three hundred times. Narrow waveguides and detectors can relax sideways, which breaks the assumption of equal in-plane strains. The 50 % reduction from (11) describes complete lateral relaxation; a stripe attached to its wafer relaxes unevenly, so its local strains need a calculation of the actual cross-section. For the wide (001) film of the example, the temperature change of 60 K matters more than any of the remaining corrections listed above. The heating effect is proportional to the temperature change, 0.15 % per kelvin, so at about 3 K it is only as large as the wafer-bending correction. The numerical output below gives the values to further digits.

## Values computed for the example and the checks

```
C11, C12, C44 (rough): 130, 50, 70 GPa
In-plane strain: 0.20 %
Unstrained lattice parameter (rough): 0.566 nm
C12/C11: 0.3846
Ratio e_zz/e_par, (001) film: -0.7692
Out-of-plane strain: -0.1538 %
In-plane lattice parameter: 0.56713 nm
Out-of-plane lattice parameter: 0.56513 nm
Volume change: 0.2462 %
Biaxial modulus of film: 141.54 GPa
In-plane stress: 283.1 MPa
Normal stress if e_zz were zero: 200.0 MPa
Poisson ratio along cube axis: 0.2778
Ratio for a (111) film, same constants: -0.3529
Slab: number of layers: 14
Slab: angle/bond stiffness weight: 0.30
Slab: applied in-plane strain: 0.01 %
Slab: C12/C11 from bulk energy: 0.3684
Slab: ratio from formula: -0.7368
Slab: relaxed ratio, middle gap: -0.7369
Slab: relaxed ratio, gap 1 from surface: -0.8909
Slab: relaxed ratio, gap 2 from surface: -0.7223
Slab: relaxed ratio, gap 3 from surface: -0.7383
Slab: relaxed ratio, gap 4 from surface: -0.7368
Neglected effects (relative change is that of e_zz):
Narrow [110] stripe, ratio e_zz/e_axial: -0.3825
Narrow stripe, relative change: -50.3 %
Thermal expansion difference (rough): 3.0e-06 1/K
Heating from 25 C to 85 C: 60 K
In-plane strain when hot: 0.1820 %
Out-of-plane strain when hot: -0.1400 %
Heating, relative change: -9.0 %
Softening coefficient (rough): 1.0e-04 1/K
Softening of C11 alone, relative change: 0.60 %
Film, wafer thickness: 1, 700 micrometre
Wafer biaxial modulus (rough): 180 GPa
Wafer bending, relative change: -0.45 %
C111, C112, C123 (rough): -700, -400, -20 GPa
Nonlinear elasticity, relative change: 0.154 %
Miscut towards [110]: 0.5 degree
Miscut, relative change: -0.0092 %
Miscut, shear e_xz/e_par: 0.00662
Air pressure: 101.3 kPa
Air pressure, added e_zz: -0.000078 %
Air pressure, relative change: 0.051 %
```
